\section*{How Fine a Mesh Does Room-Temperature Boltzmann Transport Need?}

\section{The question}

A semiconductor has a band edge with effective mass $m=0.07\,m_e$. Its conductivity at room temperature is to be computed from the Boltzmann equation by summing over a uniform mesh in the Brillouin zone. How many divisions $N$ per axis are needed if several mesh points are to lie within $k_BT$ of the band edge along each direction? How does this number change with mass, temperature and doping, and how accurate is the resulting sum?

The mass and temperature fix a length in reciprocal space, but $N$ also depends on the size of the zone, and so on the crystal cell. I take a model with round parameters: a simple cubic cell of edge $a=0.50$ nm, $T=300$ K, and one isotropic valley at the zone centre. Energies $E$ are measured from the band edge. ``Along each direction'' means along each mesh axis, and ``several'' means $n$ points on each side of the edge, not counting a point on the edge itself.

\section{The thermal length and the mesh}

Near the edge the band is parabolic, $E=\hbar^2k^2/2m$. Setting $E=k_BT$ defines the thermal wave number
\begin{equation}
k_T=\frac{\sqrt{2mk_BT}}{\hbar}.
\end{equation}
A mesh with $N$ divisions along a reciprocal vector of length $b$ has spacing $b/N$. With a mesh point on the edge, the $n$th neighbour lies at distance $nb/N$. It is within $k_BT$ of the edge if $nb/N\le k_T$, that is, if
\begin{equation}
N\ge \frac{nb}{k_T}=\frac{n\hbar b}{\sqrt{2mk_BT}} .
\label{eq:rule}
\end{equation}

For the model, $k_BT=25.85$ meV and $k_T=0.2179\ \mathrm{nm}^{-1}$, while $b=2\pi/a=12.566\ \mathrm{nm}^{-1}$. The ratio is $b/k_T=57.66$, so three points on each side require
\begin{equation}
N\ge 3\times57.66=172.98,\qquad\text{hence}\qquad N=173 .
\end{equation}
Five points require $N=289$. The estimate is therefore a mesh of roughly 170 to 290 divisions per axis, or $5\times10^6$ to $2.4\times10^7$ points in the full zone.

At fixed $n$ and $b$, $N\propto(mT)^{-1/2}$, and the total number of points scales as $(mT)^{-3/2}$. Cooling to a quarter of the temperature doubles $N$; a fourfold mass halves it. A larger cell has a smaller $b$ and needs proportionally fewer divisions. If the band is not parabolic up to $k_BT$, $k_T$ should be read from the band itself, as the distance at which $E=k_BT$.

The count refers to mesh axes. Along the body diagonal of the cubic mesh the spacing is $\sqrt3\,b/N$, so $n=3$ leaves one point on each side within $k_BT$, because $\sqrt3/3<1<2\sqrt3/3$.

\section{Which energies carry the current?}

For a given lifetime $\tau$, the conductivity of a spin-degenerate band is
\begin{equation}
\sigma_{xx}=\frac{2e^2}{(2\pi)^3}\int d^3k\;v_x^2\,\tau
\left(-\frac{\partial f}{\partial E}\right),\qquad v_x=\frac{\hbar k_x}{m}.
\label{eq:sigma}
\end{equation}
When the chemical potential $\mu$ lies several $k_BT$ below the edge, $f\simeq e^{(\mu-E)/k_BT}$, and $-\partial f/\partial E=f/k_BT$. Let $q=k/k_T$ and $x=E/k_BT=q^2$. The angular average of $v_x^2$ is $v^2/3\propto q^2$, and the volume element supplies $q^2dq$. For constant $\tau$ the weight is thus $q^4e^{-q^2}dq$. Since $q=x^{1/2}$ and $dq=\tfrac12x^{-1/2}dx$,
\begin{equation}
q^4e^{-q^2}dq=\tfrac12x^{3/2}e^{-x}dx .
\end{equation}
The derivative of $x^{3/2}e^{-x}$ vanishes at $x=3/2$. The mean is
\begin{equation}
\langle x\rangle=\frac{\int_0^\infty x^{5/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\frac{\Gamma(7/2)}{\Gamma(5/2)}=\frac52 .
\end{equation}
The range $x<1$ contributes 15.1\% of the conductivity. Thus $k_BT$ does not enclose the transport window. Its role in Eq.~\eqref{eq:rule} is to set the length over which the integrand varies.

\section{How large is the sampling error?}

\subsection{Constant lifetime, low doping}

For constant $\tau$ and Boltzmann statistics, dividing $\sigma_{xx}$ by the carrier density and $e$ gives the mobility $e\tau\langle v_x^2\rangle/k_BT$, where the average is taken with weight $e^{-E/k_BT}$. This weight factorizes into functions of $k_x$, $k_y$ and $k_z$, and the last two cancel in the average. Moreover,
\begin{equation}
\frac{m\langle v_x^2\rangle}{k_BT}
=\frac{\hbar^2\langle k_x^2\rangle}{mk_BT}=2\langle q_x^2\rangle ,
\end{equation}
which equals 1 for the exact integral over a parabolic band.

On the mesh, $q_x=(j+\delta)/s$, where $j$ is an integer, $s=Nk_T/b$ is the number of spacings in $k_T$, and $\delta$ is the offset of the mesh from the edge. For a smooth, decaying $g$, the sum $\sum_jg((j+\delta)/s)$ is periodic in $\delta$ with period 1. Its $l$th Fourier coefficient is
\begin{equation}
\int_0^1d\delta\sum_jg\!\left(\frac{j+\delta}{s}\right)e^{-2\pi il\delta}
=\int_{-\infty}^{\infty}du\;g(u/s)\,e^{-2\pi ilu}=s\,G(2\pi ls),
\end{equation}
where $u=j+\delta$, $e^{2\pi ilj}=1$, and $G(w)=\int g(q)e^{-iwq}dq$. Hence
\begin{equation}
\frac1s\sum_jg\!\left(\frac{j+\delta}{s}\right)
=\sum_lG(2\pi ls)\,e^{2\pi il\delta}.
\label{eq:poisson}
\end{equation}
The term $l=0$ is the wanted integral and the others are the sampling error.

For $g=e^{-q^2}$, $G_0(w)=\sqrt\pi\,e^{-w^2/4}$. A factor $q^2$ in $g$ becomes $-d^2/dw^2$ acting on $G_0$. Since $G_0'=-(w/2)G_0$,
\begin{equation}
G_2=-G_0''=\left(\frac12-\frac{w^2}{4}\right)G_0 .
\end{equation}
At $l=\pm1$, $w^2/4=\pi^2s^2$. Let $\varepsilon=\cos(2\pi\delta)\,e^{-\pi^2s^2}$. Keeping $l=0,\pm1$,
\begin{align}
\frac1s\sum_je^{-q_x^2}&\simeq\sqrt\pi\,(1+2\varepsilon),\\
\frac1s\sum_jq_x^2e^{-q_x^2}&\simeq\frac{\sqrt\pi}{2}
\left[1+2(1-2\pi^2s^2)\varepsilon\right].
\end{align}
The relative error of the mobility is twice the quotient, minus one:
\begin{equation}
2\langle q_x^2\rangle-1
\simeq\frac{1+2\varepsilon-4\pi^2s^2\varepsilon}{1+2\varepsilon}-1
=-\frac{4\pi^2s^2\varepsilon}{1+2\varepsilon}.
\label{eq:error}
\end{equation}
The neglected harmonics start at order $e^{-4\pi^2s^2}$.

At $s=1$ with the edge on the mesh, $\varepsilon=5.2\times10^{-5}$ and the error is $-0.20\%$. With the edge midway between points it is $+0.20\%$. At $s=0.75$ the two errors are already $-8.6\%$ and $+8.7\%$. Explicit sums agree with Eq.~\eqref{eq:error} in all four cases. One spacing per $k_T$ is therefore enough for this smooth case, and the error grows steeply on coarser meshes. The demand for several points has to be justified by less favourable integrands.

\subsection{What a coarse mesh does}

The parabola can be embedded in a periodic band,
\begin{equation}
E=A\sum_{i=x,y,z}(1-\cos k_ia),\qquad A=\frac{\hbar^2}{ma^2},
\end{equation}
which has mass $m$ at its minimum. Write $\theta=k_xa$ and $z=A/k_BT$. The velocity is $v_x=(Aa/\hbar)\sin\theta$, and $ma^2A/\hbar^2=1$, so $mv_x^2/k_BT=z\sin^2\theta$. Integrating by parts over a period,
\begin{equation}
\int_{-\pi}^{\pi}\sin^2\theta\,e^{z\cos\theta}d\theta
=\frac1z\int_{-\pi}^{\pi}\cos\theta\,e^{z\cos\theta}d\theta ,
\end{equation}
and therefore
\begin{equation}
\frac{m\langle v_x^2\rangle}{k_BT}=\frac{I_1(z)}{I_0(z)}
\simeq1-\frac1{2z},
\end{equation}
with $I_0$ and $I_1$ modified Bessel functions and the last form valid for large $z$. Here $z=2/(k_Ta)^2\simeq168$, and the converged ratio is 0.997. The small deficit is the departure of this band from a parabola.

A mesh with $N=12$ has its first point off the edge at 583 meV, or about $23\,k_BT$. If the edge is on the mesh, nearly all the weight sits on a point with zero velocity, and the computed ratio vanishes to five decimals. If the edge is midway between points, the two nearest have $\theta=\pm15^\circ$ and the ratio is $z\sin^2 15^\circ=11.3$. The same mesh thus gives either no mobility or one eleven times too large. At $N=24$ the two values are 0.07 and 2.87. At $N=58$, where $s$ is just above 1, they are 0.995 and 0.999, and at $N=173$ both equal the converged value to the five decimals printed. In this nondegenerate case, comparing a mesh that contains the edge with one shifted by half a spacing is thus a useful check. It does not replace a test with larger $N$, because in a degenerate band both meshes can err in the same direction. The two offsets must not be mirror images about the edge: $\delta=1/4$ and $\delta=3/4$ give equal results at any $N$, and at $N=12$ both give 2.87, far from the converged value.

\subsection{Acoustic-phonon lifetimes}

For nearly elastic scattering by acoustic phonons through a deformation potential, in the high-temperature limit, the scattering rate is proportional to the density of final states. In a parabolic band that density grows as $\sqrt E$, so $\tau\propto E^{-1/2}$. The integrand becomes
\begin{equation}
\frac{q_x^2}{|\mathbf q|}\,e^{-q^2}
=\frac{q_x^2}{|\mathbf q|}-q_x^2|\mathbf q|+\cdots ,
\end{equation}
which is not smooth at $\mathbf q=0$. This changes the convergence law. In three dimensions the error terms are again Fourier transforms, evaluated at $|\mathbf w|=2\pi s|\mathbf l|$ with $\mathbf l$ a nonzero integer vector. At large $|\mathbf w|$ they are governed by the singularity. A function homogeneous of degree $p$ in three dimensions has a transform homogeneous of degree $-(p+3)$, as follows from rescaling $\mathbf q$ in the Fourier integral. The leading term has $p=1$, so the error falls as $s^{-4}$; the next has $p=3$ and gives $s^{-6}$.

With the edge on the mesh, going from $s=3$ to $s=6$ reduces the error by a factor of 16.2, close to $2^4=16$. The largest relative conductivity errors among four mesh offsets, at fixed chemical potential, are
\begin{center}
\begin{tabular}{cccc}
$n$ & constant $\tau$ & acoustic $\tau$ & degenerate\\
\hline
1 & 0.2\% & 11.5\% & 6.1\%\\
2 & $10^{-13}$\% & 0.6\% & 0.09\%\\
3 & round-off & 0.12\% & $4\times10^{-4}$\%\\
5 & round-off & 0.015\% & $3\times10^{-7}$\%
\end{tabular}
\end{center}
Here $s=n$; the last column has constant $\tau$ and $\mu=5k_BT$ above the edge. One point per $k_T$ is no longer adequate once the lifetime varies in this way, whereas three hold every entry near 0.1\% or below. This is the justification for asking for several points.

\section{The degenerate limit: a different scaling}

When doping moves $\mu$ into the band, let $\eta=\mu/k_BT$. The thermal factor is
\begin{equation}
-\frac{\partial f}{\partial E}
=\frac{1}{4k_BT}\,\mathrm{sech}^2\!\left(\frac{x-\eta}{2}\right).
\end{equation}
Its poles nearest the real axis are at $x=\eta\pm i\pi$. Since $x=q^2$, they lie at $q_p=\sqrt{\eta\pm i\pi}$, up to an overall sign. Writing $q_p=\alpha+i\beta$ gives $\alpha^2-\beta^2=\eta$ and $\alpha^2+\beta^2=|q_p|^2=\sqrt{\eta^2+\pi^2}$, so
\begin{equation}
\beta=\sqrt{\frac{\sqrt{\eta^2+\pi^2}-\eta}{2}}
\;\longrightarrow\;\frac{\pi}{2\sqrt\eta}\qquad(\eta\gg\pi).
\end{equation}
As in one dimension, the factor $q_x^2$ in the integrand becomes $-\partial^2/\partial w_x^2$ acting on the transform of the radial function $h(q)=\tfrac14\mathrm{sech}^2[(q^2-\eta)/2]$. With $W=|\mathbf w|$, the angular average of $e^{-i\mathbf w\cdot\mathbf q}$ is $\sin(Wq)/(Wq)$, and $qh$ is odd, so that transform is
\begin{equation}
\frac{4\pi}{W}\int_0^\infty q\,h\,\sin(Wq)\,dq
=\frac{2\pi}{W}\,\mathrm{Im}\int_{-\infty}^{\infty}q\,h\,e^{iWq}dq .
\end{equation}
Since $h$ decays as $\mathrm{Re}\,q\to\pm\infty$ at fixed $\mathrm{Im}\,q$, the contour can be shifted upward past the nearest poles, $q=\pm\alpha+i\beta$ with $\beta>0$, whose residues carry $e^{\pm iW\alpha}e^{-W\beta}$. The shortest harmonics have $W=2\pi s$, so the leading error decays as $e^{-2\pi s\beta}$, apart from powers of $s$ and an oscillating factor from $\alpha$.

For $\eta=5$, $\beta=0.67$, and each extra point per $k_T$ should reduce the error by a factor of about 0.015. From $n=1$ to $n=5$ the tabulated error falls by an average factor of 0.014 per point, although the individual steps vary.

At large $\eta$, the exponential factor stays fixed if $s\beta$ does, which gives $s\propto\sqrt\eta$. This is a cautious rule. The poles are double, and their residues give harmonics of order $\sqrt\eta$, while the integral itself grows as $\eta^{3/2}$. At fixed $s\beta$ the relative error therefore still falls roughly as $1/\eta$, and the mesh needed for a fixed relative error grows more slowly than $\sqrt\eta$: with the edge on the mesh, raising $\eta$ from 5 to 160, a factor of 5.7 in $\sqrt\eta$, raises the required $s$ by a factor of about 2.7 for 1\% accuracy and 3.4 for 0.1\%. With the cautious rule and $N=sb/k_T$,
\begin{equation}
N\propto\frac{b\sqrt\eta}{k_T}
\propto\frac{b\,\sqrt\mu}{\sqrt m\;k_BT}.
\end{equation}
By this rule the mesh at fixed $\mu$ scales as $1/T$ instead of $T^{-1/2}$; for a fixed error of 1\% or 0.1\% over the range of $\eta$ just quoted, the growth is closer to $T^{-0.8}$. At fixed carrier density the Fermi wave number $k_F$ is fixed and $\mu=\hbar^2k_F^2/2m\propto1/m$, which gives $N\propto1/(mT)$. The reason is geometric. Transport takes place in a shell around the Fermi surface with an energy width of order $k_BT$. Its thickness in wave number is of order $k_BT/\hbar v_F$, where $v_F$ is the Fermi velocity, and this becomes smaller than $k_T$ as $\mu$ rises. Counting points from the band edge is then the wrong measure; the points should be counted across the shell.

\section{How much of the mesh is useful?}

Of the $5.18\times10^6$ points in the $N=173$ mesh, 123 lie within $k_BT$ of the edge. The continuum estimate is the volume of a sphere of radius $n$ spacings, $4\pi n^3/3=113$ for $n=3$. Apart from the rounding of $N$ to an integer, this number depends on $n$ but not on mass or temperature. A lighter mass makes the uniform mesh more expensive by adding points far from the edge, while the number of useful points stays the same.

A cutoff at $10k_BT$ retains 3695 points, a fraction $7.1\times10^{-4}$ of the mesh. For constant $\tau$ and low doping, the states above it carry 0.12\% of the conductivity. A fine mesh restricted to this region therefore removes most of the cost. In a degenerate sample the cutoff must be moved up with $\mu$.

\section{When the lifetimes also come from the mesh}

So far $\tau$ has been a known function. If it is computed on the same mesh, the scattering rate contains an energy delta function, here replaced by a Gaussian of standard deviation $w$. This introduces a second, shorter length. Near $E=k_BT$, where $q=1$, the relation $dx=2q\,dq$ turns the width $w/k_BT$ in $x$ into $w/2k_BT$ in $q$. The Fourier transform of a Gaussian shell of that thickness is damped at $|\mathbf w|=2\pi n$ by
\begin{equation}
\exp\!\left[-\frac12\left(2\pi n\,\frac{w}{2k_BT}\right)^2\right]
=\exp\!\left[-\frac12\left(\frac{\pi nw}{k_BT}\right)^2\right]
\end{equation}
for $w\ll k_BT$. Equal damping requires $n\propto k_BT/w$, and hence
\begin{equation}
N=\frac{nb}{k_T}\propto\frac{b}{w}\sqrt{\frac{T}{m}} .
\end{equation}
At fixed $w$ this requirement rises with temperature, opposite to Eq.~\eqref{eq:rule}, because states at $k_BT$ move faster and their energies are spaced further apart on the mesh. This is the rule for equal damping. Where the damping is strong, the mesh needed for a fixed relative error also rises with temperature, but more slowly, because each harmonic also carries a factor, given below, that falls as $1/n$. For a loose tolerance the damping is weak and many harmonics add, so the single-harmonic estimate no longer applies; the required mesh then changes irregularly with temperature or levels off.

The smeared density of states at $E=k_BT$ shows the effect. For $n=3$ and $w=5$ meV its error is 3.2\%, relative to the same smeared quantity integrated continuously. For $w=1$ meV the error is 86\%. The size of this failure can be traced. With the edge on the mesh, the energies are $x=M/n^2$ with $M=|\mathbf j|^2$, so for $n=3$ they are multiples of $25.85/9=2.9$ meV. A 1 meV Gaussian centred on $M=9$ sees little but that one level. It holds 30 points: 6 of type $(3,0,0)$ and 24 of type $(2,2,1)$. The smooth density is the derivative of $4\pi M^{3/2}/3$, which is $2\pi\sqrt M=18.8$ per unit $M$. The Gaussian has standard deviation $9/25.85=0.348$ in $M$, so its peak height is $1/(0.348\sqrt{2\pi})=1.15$. This level alone gives $30\times1.15/18.8=1.8$ times the smooth value, which accounts for most of the excess.

With $n=12$, which needs 692 divisions per axis on a uniform mesh, the 1 meV error at $E=k_BT$ is $-0.4\%$. This value is favourable. Besides the damping factor, each harmonic of a thin shell of radius $q$ carries the angular average of $e^{-i\mathbf w\cdot\mathbf q}$, which is $\sin(|\mathbf w|q)/(|\mathbf w|q)$, and at $q=1$ with integer $n$ the six leading harmonics, at $|\mathbf w|=2\pi n$, fall on a node of the sine. At energies about 1 meV away, where the sine is $\pm1$, they contribute about $6\times0.35/24\pi\approx3\%$, the damping factor being $\exp[-\tfrac12(12\pi/25.85)^2]=0.35$; the total error there is about 3.5 to 4.5\% in magnitude. The 3.2\% quoted for $n=3$ and $w=5$ meV is not the largest value either: a few meV away that error reaches about 5.5\%. For this parabolic valley in a 0.50 nm simple cubic cell, a mesh near 170 is therefore a sound estimate for the Boltzmann sum with a known constant or acoustic-phonon lifetime at low or moderate doping. The number does not carry over to other cells: for an fcc primitive cell with cubic edge 0.565 nm, $b=2\pi\sqrt3/a$ and Eq.~\eqref{eq:rule} gives $N\approx265$ for $n=3$. The accuracy does not carry over to lifetimes with a threshold either. Semiconductors this light are typically polar, and a known polar-optical-phonon lifetime with emission setting in at 36 meV leaves errors of about 3\% at $n=3$ and 1\% at $n=5$. It is not by itself a converged mesh for the lifetimes, whose own requirement is set by $w$.

\section*{Calculated quantities}
\begin{verbatim}
effective mass: 0.07 m_e
temperature: 300 K
cubic cell edge: 0.50 nm
thermal energy k_B T: 25.85 meV
thermal wave number: 0.2179 nm^-1
reciprocal vector length: 12.566 nm^-1
ratio b/k_T: 57.66
n = 1: divisions per axis 58, total points 1.951e+05
n = 2: divisions per axis 116, total points 1.561e+06
n = 3: divisions per axis 173, total points 5.178e+06
n = 5: divisions per axis 289, total points 2.414e+07
n = 3 mesh: points within 1 k_B T: 123
n = 3 mesh: points within 10 k_B T: 3695
n = 3 mesh: fraction of points within 10 k_B T: 7.14e-04
peak of current weight in energy: 1.50 k_B T
mean energy in current weight: 2.50 k_B T
conductivity share below 1 k_B T: 15.1 %
conductivity share above 10 k_B T: 0.12 %
s = 0.75, offset 0.0: velocity-sum error -8.552 %
s = 0.75, offset 0.5: velocity-sum error 8.686 %
s = 1.00, offset 0.0: velocity-sum error -0.204 %
s = 1.00, offset 0.5: velocity-sum error 0.204 %
full zone: converged m<v_x^2>/(k_B T): 0.99703
full zone, N = 12: edge on mesh 0.00000, midway 11.28270
full zone, N = 24: edge on mesh 0.07214, midway 2.86981
full zone, N = 58: edge on mesh 0.99507, midway 0.99899
full zone, N = 173: edge on mesh 0.99703, midway 0.99703
N = 12: energy of first point off the edge: 583 meV
degenerate case: chemical potential 5 k_B T above the edge
constant tau, n = 1: worst error 2.15e-01 %
constant tau, n = 2: worst error 1.33e-13 %
constant tau, n = 3: worst error 2.22e-14 %
constant tau, n = 5: worst error 4.44e-14 %
acoustic tau, n = 1: worst error 1.15e+01 %
acoustic tau, n = 2: worst error 6.18e-01 %
acoustic tau, n = 3: worst error 1.20e-01 %
acoustic tau, n = 5: worst error 1.54e-02 %
degenerate, constant tau, n = 1: worst error 6.10e+00 %
degenerate, constant tau, n = 2: worst error 8.75e-02 %
degenerate, constant tau, n = 3: worst error 4.30e-04 %
degenerate, constant tau, n = 5: worst error 2.57e-07 %
acoustic tau: error ratio on halving the spacing: 16.21
density of states, n = 3, smearing 5 meV: error 3.2 %
density of states, n = 3, smearing 1 meV: error 86.0 %
density of states, n = 12, smearing 1 meV: error -0.4 %
n = 12: divisions per axis 692
\end{verbatim}
